# Airy-function boundary collocation for the elastic energy relief of a rippled surface

A crystalline film grown on a substrate with a smaller lattice spacing is compressed in its plane. If its flat surface develops a ripple, the crests can expand sideways and the elastic energy falls, while the surface area grows. Whether the ripple lowers the total energy depends on how much elastic energy it releases. Two natural shortcuts fail on this question: one gives the energy the wrong sign, the other leaves out the unknown that carries the answer. Repairing them produces the scheme.

## The problem and its units

An isotropic, linearly elastic solid fills $y<h(x)=A\cos kx$. It is in plane strain, its surface carries no traction, and far below the surface $\sigma_{xx}=\sigma$ is the only in-plane stress. The relief $R$ is the elastic energy of the flat solid minus that of the rippled one, per projected area, at equal volume and equal remote strain. Surface energy is counted separately. The claim is

$$R\to R_0=\frac{(1-\nu^2)\sigma^2kA^2}{2E}\qquad (kA\to0).$$

Below, lengths are in units of $1/k$ and stresses in units of $\sigma$, so $h=\delta\cos x$ with $\delta=kA$. Displacements are then in units of $\sigma/(Ek)$ and energies per area in units of $\sigma^2/(Ek)$, in which $R_0=(1-\nu^2)\delta^2/2$. Physical units are restored where $E$ or $\sigma$ appears.

Plane strain sets $\sigma_{zz}=\nu(\sigma_{xx}+\sigma_{yy})$. Inserting this in Hooke's law gives

$$E\varepsilon_{xx}=(1-\nu^2)\sigma_{xx}-\nu(1+\nu)\sigma_{yy}.$$

## First shortcut: integrate over the flat half-space

Split the field into the uniform one (index 0) and the part added by the ripple (primed). Linear elasticity gives $\sigma_0{:}\varepsilon'=\sigma'{:}\varepsilon_0$, so the energy density is

$$w=w_0+\sigma_0{:}\varepsilon'+\tfrac12\sigma'{:}\varepsilon'.$$

Equal volume cancels $w_0$. For a small ripple it is tempting to integrate the rest over $y<0$. There the linear term averages to zero, because the added field consists of harmonics $\cos nx$ with $n\ge1$. What remains is $\tfrac12\int\sigma'{:}\varepsilon'>0$: the ripple appears to cost energy.

The missing piece is the strip between $y=0$ and $y=h$. It is thin, of order $\delta$, but the linear term in it is also of order $\delta$, so the product counts at order $\delta^2$.

Virtual work handles the strip without expanding the domain. The total stress $\sigma_0+\sigma'$ is in equilibrium, and $u'$ is periodic because the remote strain is fixed. In

$$\int(\sigma_0+\sigma'){:}\varepsilon'\,dA=\oint t\cdot u'\,ds$$

the top contributes nothing since $t=0$, the sides cancel by periodicity, and the traction at the bottom tends to zero. Hence $\int\sigma_0{:}\varepsilon'=-\int\sigma'{:}\varepsilon'$, and the energy change is $\tfrac12\int\sigma_0{:}\varepsilon'$, which is negative. To leading order in $\delta$, the strip thus contributes twice the shortcut's result, with opposite sign.

The last integral can be moved to the surface. The outward normal satisfies $n_x\,ds=-h'dx$, so the uniform stress exerts the traction $t_{0x}ds=-\sigma h'dx$ there. With $\langle\cdot\rangle$ the average over a period,

$$R=\tfrac12\,\sigma\,\langle h'u_x'\rangle. \tag{1}$$

This holds at any amplitude for which the field is known, and it needs only the surface displacement.

## Second shortcut: set the Airy gradient to zero

Write $\sigma_{xx}=\phi_{yy}$, $\sigma_{yy}=\phi_{xx}$, $\sigma_{xy}=-\phi_{xy}$. Equilibrium is automatic, and compatibility requires $\nabla^4\phi=0$. For $\phi=F(y)\cos nx$ this reads $F''''-2n^2F''+n^4F=0$, whose solutions decaying with depth are $(a+by)e^{ny}$. Therefore

$$\phi=\tfrac12y^2+\sum_{n=1}^{N}(a_n+b_ny)e^{ny}\cos nx. \tag{2}$$

With the normal proportional to $(-h',1)$, the tractions per unit $dx$ are

$$t_x=-h'\phi_{yy}-\phi_{xy}=-\frac{d}{dx}\phi_y(x,h),\qquad t_y=h'\phi_{xy}+\phi_{xx}=\frac{d}{dx}\phi_x(x,h).$$

A free surface therefore has constant $\phi_x$ and constant $\phi_y$ along it. Since $\phi$ is even in $x$, $\phi_x$ is odd and its constant is zero. It is tempting to set the other constant to zero too, as adding a multiple of $y$ to $\phi$ changes no stress. But (2) contains no such term, so that freedom has already been used. Keep the constant, $\phi_y=c$, and expand:

$$\sum n(a_n+b_nh)e^{nh}\sin nx=0, \tag{3}$$
$$h+\sum(na_n+b_n+nb_nh)e^{nh}\cos nx=c. \tag{4}$$

At order $\delta$, (3) gives $a_1=0$ and (4) gives $b_1=-\delta$. At order $\delta^2$, (3) reads

$$-\delta^2\cos x\sin x+2a_2\sin2x=0\;\Rightarrow\;a_2=\tfrac14\delta^2 .$$

In (4), the term $b_1(1+h)e^{h}\cos x$ supplies $2b_1h\cos x=-2\delta^2\cos^2x=-\delta^2-\delta^2\cos2x$. Thus

$$-\delta^2-\delta^2\cos2x+(2a_2+b_2)\cos2x=c\;\Rightarrow\; b_2=\tfrac12\delta^2,\quad c=-\delta^2 .$$

With $c$ forced to zero, nothing can balance the mean $-\delta^2$: every other unknown at this order multiplies a cosine of zero mean. Collocation could still satisfy the equations at its nodes, but the surface between them would not be free.

The constant has a direct meaning. The force on a vertical section down to depth $H$ is $\int\sigma_{xx}dy=\phi_y(h)-\phi_y(-H)=H+c$, so $-c$ is the force lost to the ripple. The energy of one period is half the boundary work. Top and bottom are free. On the two sides the tractions are opposite, $u_y$ is equal, and $u_x$ differs by the remote strain $(1-\nu^2)\sigma/E$ times the period. Energy per length is thus half the strain times the force, and

$$R=-\frac{(1-\nu^2)\sigma^2}{2Ek}\,c. \tag{5}$$

With $c=-\delta^2=-k^2A^2$ this is $R_0$. In (5), setting $c=0$ discards the relief itself. Equation (1) would have a wrong correction at finite slope. It still tends to $R_0$ at small slope if the nodes keep the reduced matrix regular at $\delta=0$, because the first-order field does not involve $c$. Other nodes spoil even the limit: with $\phi_y=0$ imposed at $x_j=\pi j/(N+1)$ and $N$ odd the matrix is singular there, and for $N=5$ equation (1) tends to $1.25R_0$.

Equation (1) agrees. At first order the added Airy function is $-\delta ye^{y}\cos x$. At $y=0$ it gives $\sigma'_{xx}=-2\delta\cos x$ and $\sigma'_{yy}=0$, so integrating the strain gives $u'_x=-2(1-\nu^2)\delta\sin x$. With $h'=-\delta\sin x$ and $\langle\sin^2x\rangle=\tfrac12$, (1) yields $(1-\nu^2)\delta^2/2$.

## The collocation scheme

There are $2N+1$ unknowns: $a_n$, $b_n$ and $c$. Evenness confines the nodes to half a period. At $x=0$ and $x=\pi$ equation (3) reads $0=0$, so nodes there would make the matrix singular. The choice is

- $\phi_y=c$ at the $N+1$ midpoints $x_j=\pi(j+\tfrac12)/(N+1)$, $j=0,\dots,N$;
- $\phi_x=0$ at the $N$ interior points $x_j=\pi j/(N+1)$, $j=1,\dots,N$.

For a flat surface the second set involves only the $a_n$, through $\sin nx_j$, and the first then fixes $b_n$ and $c$ through $\cos nx_j$. Both sets of vectors are orthogonal on their nodes. For the cosines this follows from

$$\sum_{j=0}^{N}\cos\frac{p\pi(j+\frac12)}{N+1}=\frac{\sin p\pi}{2\sin[p\pi/(2N+2)]}=0,\qquad 0<p<2N+2,$$

applied to $p=|n\pm m|$. For the sines, the sums of $\cos[p\pi j/(N+1)]$ over $j=0,\dots,N$ depend only on the parity of $p$ in the range $0<p<2N+2$. As $n-m$ and $n+m$ have equal parity, their difference vanishes for $n\neq m$. The matrix is therefore regular at $\delta=0$, and by continuity for small $\delta$.

Raw columns grow as $e^{n\delta}$ at the crest. Solving for $a_ne^{n\delta}$ and $b_ne^{n\delta}$ replaces $e^{ny}$ by $e^{n(y-\delta)}\le1$. After the solution, tractions are evaluated between the nodes. For $N=24$ the largest is $6.6\times10^{-12}\sigma$ at $kA=0.2$ and $1.2\times10^{-6}\sigma$ at $kA=0.3$.

## How the limit is approached

Shifting $x$ by $\pi$ reverses the sign of $\delta$, so odd harmonics contain odd powers of $\delta$ and $c$ contains even ones. Write $a_1=\alpha_1\delta^3$, $b_1=-\delta+\beta_1\delta^3$, $a_3=\alpha_3\delta^3$, $b_3=\beta_3\delta^3$ and $C=\cos x$. At order $\delta^3$, (3) is

$$(\alpha_1-C^2)\sin x+2C\sin2x+3\alpha_3\sin3x=0 .$$

Using $C^2\sin x=\tfrac14(\sin x+\sin3x)$ and $C\sin2x=\tfrac12(\sin x+\sin3x)$ gives $\alpha_1=-\tfrac34$ and $\alpha_3=-\tfrac14$. Equation (4) is

$$(\alpha_1+\beta_1-\tfrac32C^2)C+3C\cos2x+(3\alpha_3+\beta_3)\cos3x=0 .$$

With $C^3=\tfrac14(3\cos x+\cos3x)$ and $C\cos2x=\tfrac12(\cos x+\cos3x)$, the $\cos x$ part is $\alpha_1+\beta_1-\tfrac98+\tfrac32=0$, so $\beta_1=\tfrac38$.

The mean of (4) at order $\delta^4$ gives the correction to $c$. The first harmonic contributes $(\alpha_1+2\beta_1)\langle C^2\rangle-\tfrac23\langle C^4\rangle=0-\tfrac14$. The second contributes $4\langle C^2\cos2x\rangle=1$. The third contributes a multiple of $\langle C\cos3x\rangle=0$, and the fourth-order coefficients multiply cosines of zero mean. So $c=-\delta^2+\tfrac34\delta^4$ and

$$R=R_0\left[1-\tfrac34(kA)^2+O\big((kA)^4\big)\right].$$

Collocation with $N=24$ gives $R/R_0=0.999925$, $0.992581$ and $0.971260$ at $kA=0.01$, $0.1$ and $0.2$. The value at $kA=0.02$ implies a coefficient of $0.7497$.

At $kA=0.2$, integrating the energy density over the rippled solid also gives $0.971260$. So does a calculation without an Airy function, which minimizes the energy over displacements built from harmonics up to the fifth and ten decaying functions of depth.

The surface stress shows where the relief comes from. Since $\nabla^2[(a_n+b_ny)e^{ny}\cos nx]=2nb_ne^{ny}\cos nx$, and the normal stress vanishes at the surface, the tangential stress there is

$$T=1+\sum2nb_ne^{nh}\cos nx\simeq1-2\delta\cos x .$$

Crests relax and troughs concentrate stress. If the amplitude grows by $d\delta$, material of energy density $(1-\nu^2)T^2/2$ is added at crests and removed at troughs. Readjustment of the rest changes the energy only at second order, because equilibrium makes it stationary. Thus $dR/d\delta=-\tfrac12(1-\nu^2)\langle T^2\cos x\rangle$, which is $(1-\nu^2)\delta$ to leading order, as required. At $\delta=0.2$, the surface integral $-\langle T^2\cos x\rangle$ and a finite difference of $-c$ both give $0.377490$.

## Where the series fails

The scheme rests on the series (2) converging up to the crests, which limits the slope. In complex notation $z=x+iy$, the boundary condition continues the field above the surface by expressing $\bar z$ through $z$ along the curve $z=x+i\delta\cos x$. This inversion breaks down where $dz/dx=1-i\delta\sin x=0$, that is, at $x=\pi+i\,\mathrm{asinh}(1/\delta)$. Inserting this in $z$ places a branch point above each trough at height

$$y_s=\mathrm{asinh}(1/\delta)-\sqrt{1+\delta^2}.$$

If this is the nearest singularity, successive $b_n$ shrink by $e^{-y_s}$, and (2) converges up to the crest when $y_s>\delta$, hence for $kA<0.448$. The computed coefficients support this: at $kA=0.25$ their ratios near $n=10$, extrapolated to remove the $1/n$ term, give $0.339$ against $e^{-y_s}=0.345$. The remaining difference of 1.7 % is of order $1/n^2$, which this extrapolation does not remove. For steeper surfaces the series no longer represents the field at the crests, and convergence of the scheme is not assured.

## From the half-space to a film

A lattice-mismatched film is stressed equally along $x$ and $z$. Then $\sigma_{zz}=\nu s+p$, with $s=\sigma_{xx}+\sigma_{yy}$ and $p$ constant. The terms containing $\sigma_{zz}$ in the energy density are

$$\frac{\sigma_{zz}^2-2\nu s\sigma_{zz}}{2E}=\frac{p^2-\nu^2s^2}{2E},$$

so the biaxial stress adds only the constant $p^2/2E$, and $R$ is unchanged. An unstressed substrate with the film's elastic constants changes nothing either, provided the troughs stay inside the film: the surface traction in (1) involves the prestress at the surface alone. Area integration at $kA=0.2$, with a film of thickness $0.6/k$, again gives $0.971260$.

The ripple lengthens the surface by $\langle\sqrt{1+h'^2}\rangle-1\simeq\tfrac12\langle h'^2\rangle=k^2A^2/4$. For surface energy $\gamma$, equating $\gamma k^2A^2/4$ with $R_0$ gives

$$k_c=\frac{2(1-\nu^2)\sigma^2}{E\gamma},\qquad \lambda_c=\frac{\pi E\gamma}{(1-\nu^2)\sigma^2}.$$

At small slope, longer waves lower the total energy. The sign of $\sigma$ does not enter as long as surface stress is neglected.

## A silicon-germanium film

Take rough values for a compressed silicon-germanium film on silicon: $E=130$ GPa and $\nu=0.28$ (those of pure silicon along a cube axis), misfit strain $-1.5\,\%$, $\gamma=1.2$ J/m² (7.49 eV/nm²) and thickness 10 nm. The ripple has wavelength 100 nm and amplitude 2 nm. The biaxial stress is

$$\sigma=\frac{130\times(-0.015)}{1-0.28}=-2.708\ \text{GPa},$$

and $k=0.06283$ nm$^{-1}$, so $kA=0.126$. Since 1 GPa nm equals 1 J/m²,

$$R_0=\frac{0.9216\times2.708^2\times0.06283\times2^2}{2\times130}=0.00653\ \text{J/m}^2=0.0408\ \text{eV/nm}^2 .$$

Collocation gives 0.0403 eV/nm² (6.46 mJ/m²), or $0.988R_0$. Going from $N=8$ to $N=24$ shifts it by a relative $10^{-14}$, so truncation is negligible here. The surface stress is $-2.04$ GPa at the crests and $-3.38$ GPa at the troughs. The added surface costs 0.0295 eV/nm², leaving a net change of $-0.0108$ eV/nm². This agrees in sign with $\lambda_c=72.5$ nm, which is below 100 nm.

The net change is a difference of similar numbers, so material details matter. For a wave along a cube axis on a cube face, keep $E$ and $\nu$ for those axes but set the shear constant separately to $c_{44}=80$ GPa. With $s_{11}=(1-\nu^2)/E$ and $s_{12}=-\nu(1+\nu)/E$, a mode $e^{qy}\cos x$ requires

$$s_{11}q^4-(2s_{12}+1/c_{44})q^2+s_{11}=0 .$$

The decaying roots obey $q_1q_2=1$ and $(q_1+q_2)^2=2+(2s_{12}+1/c_{44})/s_{11}$. At first order $\phi_x=0$ forces the added function to be $P(e^{q_1y}-e^{q_2y})\cos x$, and $\phi_y=0$ gives $P(q_1-q_2)=-\delta$. The surface value of $\sigma'_{xx}$ is then $-\delta(q_1+q_2)\cos x$, instead of $-2\delta\cos x$. The relief is multiplied by $(q_1+q_2)/2$, a fall of 13.6 %. This moves $\lambda_c$ to 84 nm and roughly halves the net gain.

The film is also softer than silicon. A misfit of 1.5 % corresponds to about 36 % germanium if the lattice constant is interpolated linearly, and to about 39 % with its measured bowing. Interpolating the elastic constants gives $E\approx120$ GPa and $c_{44}\approx75$ GPa; the lower $E$ reduces the relief by 8 to 9 %. Together with the separate shear constant and the stiffer silicon below, this leaves, for a wave along [100], a net change of only about $-0.002$ eV/nm² and puts $\lambda_c$ near 93 to 94 nm. A wave along [110] releases less: its net change is about $+0.001$ eV/nm² and $\lambda_c$ is near 104 nm. With realistic constants the example is close to break-even: a surface energy of 1.3 J/m² instead of 1.2 J/m² would already cancel the gain.

Other effects, taken one at a time, are of similar size or smaller. A substrate 10 % stiffer lowers the relief by 1.8 %. Heating by 600 K lowers it by 4.2 % through softer moduli (taken as $7\times10^{-5}$ per kelvin) and raises it by 8.2 % through a larger misfit (expansion difference $10^{-6}$ per kelvin). A tensile surface stress of 1 N/m exerts tractions about 2.3 % of those from the misfit. It lowers the relief of this compressed film by about 1.4 % and would raise that of a stretched one by a similar amount.

The example also assumes that the film is free of misfit dislocations. For 60° dislocations with Burgers length $b=0.384$ nm, balance the misfit force on a threading segment, $\sigma tb/2$, against a line tension $Gb^2(1-\nu/4)[\ln(t/b)+1]/[4\pi(1-\nu)]$, where $t$ is the film thickness and $G$ the shear modulus. With $\sigma=2G(1+\nu)\varepsilon/(1-\nu)$, the strain left at equilibrium is

$$\varepsilon=\frac{b(1-\nu/4)[\ln(t/b)+1]}{4\pi(1+\nu)t}=0.95\,\% .$$

Relief scales as strain squared, so it would fall by about 60 %, to roughly 0.016 eV/nm². That is less than the surface cost, and this ripple would no longer pay. The example therefore describes a metastable film that has not yet relaxed. Real films may also have facets and a surface energy that depends on orientation or on the distance to the substrate. These are not included, so $\lambda_c$ is a scale for coherent films with nearly isotropic surface energy, not a prediction of an observed spacing. The numerical output lists the main inputs and results.

## Table of computed values

```
Reduced problem, nu = 0.28 , N = 24 terms
kA = 0.01: relief/limit = 0.999925, traction error/sigma = 1.3e-16
kA = 0.02: relief/limit = 0.999700, traction error/sigma = 2.1e-16
kA = 0.05: relief/limit = 0.998130, traction error/sigma = 1.0e-15
kA = 0.10: relief/limit = 0.992581, traction error/sigma = 3.6e-15
kA = 0.20: relief/limit = 0.971260, traction error/sigma = 6.6e-12
kA = 0.30: relief/limit = 0.938553, traction error/sigma = 1.2e-06
coefficient of -(kA)^2 from kA = 0.02: 0.7497
kA = 0.2, relief/limit by area integral: 0.971260
kA = 0.2, same with biaxial prestress: 0.971260
kA = 0.2, same for film on unstressed substrate: 0.971260
kA = 0.2, same by displacement Ritz method: 0.971260
kA = 0.2, reduced dR/dA, difference: 0.377490
kA = 0.2, reduced dR/dA, surface integral: 0.377490
kA = 0.25, b_n decay factor found: 0.3392
kA = 0.25, b_n decay factor from branch point: 0.3451
largest kA for series convergence: 0.4477
Example: compressed SiGe film on Si, rough values
Young modulus: 130 GPa; Poisson ratio: 0.28
misfit strain: -1.5 %; surface energy: 7.490 eV/nm^2
surface energy, converted: 1.20 J/m^2
wavelength: 100 nm; amplitude: 2.0 nm
film thickness: 10 nm
k: 0.06283 1/nm; kA: 0.12566; film stress: -2.7083 GPa
relief, limit formula: 0.040785 eV/nm^2
relief, collocation: 0.040310 eV/nm^2 = 6.4584 mJ/m^2
collocation/limit: 0.988358
relative shift from N = 8 to N = 24: 1.2e-14
surface stress at crest: -2.036 GPa; at trough: -3.382 GPa
surface energy cost: 0.029482 eV/nm^2
net energy change: -0.010829 eV/nm^2
critical wavelength: 72.50 nm
Neglected effects, change of relief unless stated
cubic anisotropy, c44 = 80 GPa: -13.6 %
critical wavelength with anisotropy: 83.9 nm
substrate 10 % stiffer: -1.8 %
heating by 600 K, softer moduli: -4.2 %
heating by 600 K, larger misfit: 8.2 %
surface-stress traction / misfit traction: 2.3 %
strain left with equilibrium dislocations: 0.95 %
equilibrium dislocations: -60 %
```
